**Undoing population control: bias, variance and the best window**

The program studies a three-site projector Monte Carlo model in which each generation is weighted by the inverse of its last \(T\) control factors. With \(\lambda_k=1-\tau E_k\) and \(\gamma=\ln(\lambda_0/\lambda_1)\), it asserts that the bias decays as \(e^{-\gamma T}\) and that the variance finally grows as \(e^{\kappa T}\), where \(\kappa\) comes from the spectral radii of weighted population matrices. It also asserts that the large-population laws for the bias, \(\kappa\), the variance prefactor and the energy decay rate hold within 2% when extrapolated from 15, 30 and 60 walkers. Direct simulation with six walkers must reproduce the computed variances within 10%, and a separate branching simulation with soft feedback must satisfy the unweighting identity within sampling error. For 60 walkers the output shows the variance dipping by about 2% before it grows. The best windows for \(10^4\), \(10^5\) and \(10^6\) generations are 10, 13 and 16. The rule \(T=\ln[\gamma L(1-C_0/V_0)^2/2]/(2\gamma)\) gives 9.9, 13.1 and 16.3, where \(L\) is the number of generations, \(C_0\) the variance of one generation's energy and \(V_0\) is \(L\) times the variance of the plain run average.

## Numerical verification

```python
"""Undoing population control in projector Monte Carlo: exact small-model test.

Result under test: weighting a generation with the inverse of its last T control
factors gives a bias falling as (lambda1/lambda0)**T and a variance finally growing
as exp(kappa*T). For many walkers the best window for L generations is
    T = ln(gamma*L*(1-C0/V0)**2/2)/(2*gamma),  gamma = ln(lambda0/lambda1).
C0: variance of one generation's energy; V0: L times variance of the plain average.
lambda_k = 1 - tau*E_k are eigenvalues of the projector. Energies are in hartree.
A population state is the set of walker numbers on the three sites.
"""
import numpy as np
from scipy.special import gammaln
from scipy.constants import physical_constants

hop, tau = 0.2, 1.0
site_energy = np.array([0.0, 0.2, 0.4])
guide = np.array([1.0, np.sqrt(2.0), 1.0])
H = np.diag(site_energy) - hop * (np.eye(3, k=1) + np.eye(3, k=-1))
levels = np.linalg.eigvalsh(H)
E0 = levels[0]
local_energy = (H @ guide) / guide
G = guide[:, None] * (np.eye(3) - tau * H) / guide[None, :]
growth = G.sum(axis=0)
assert G.min() >= 0 and np.allclose(growth, 1 - tau * local_energy)
lam = 1 - tau * levels
rho = lam[1] / lam[0]
gamma = -np.log(rho)
a = tau / lam[0]
TMAX = 45


def population_chain(N):
    """All populations of N walkers and their one-generation transition matrix."""
    counts = np.array([(i, j, N - i - j) for i in range(N + 1)
                       for j in range(N + 1 - i)], dtype=float)
    W = counts @ growth / N
    q = (counts @ G.T) / (N * W[:, None])
    log_coef = gammaln(N + 1) - gammaln(counts + 1).sum(axis=1)
    P = np.exp(np.log(np.maximum(q, 1e-300)) @ counts.T + log_coef)
    assert np.allclose(P.sum(axis=1), 1, atol=1e-10)
    pi = np.full(len(P), 1 / len(P))
    for _ in range(150):
        pi = pi @ P
        pi /= pi.sum()
    return counts, W, P, pi


def spectral_radius(P, factor):
    v = np.ones(len(P))
    for _ in range(120):
        v = factor * (P @ v)
        size = v.max()
        v /= size
    return size


def analyse(N):
    """Long-run energy and variance for every window length up to TMAX."""
    counts, W, P, pi = population_chain(N)
    Wn = W / lam[0]
    e = counts @ local_energy / N
    left, h_one, h_e = [pi], [np.ones(len(P))], [e]
    for _ in range(TMAX):
        left.append((left[-1] * Wn) @ P)
        h_one.append(Wn * (P @ h_one[-1]))
        h_e.append(Wn * (P @ h_e[-1]))
    left, h_one, h_e = map(np.array, (left, h_one, h_e))
    # The whole-population average must reproduce the one-walker projector.
    for T in (1, 7, 20):
        power = np.linalg.matrix_power(G.T / lam[0], T)
        assert np.allclose(h_e[T], counts @ (power @ local_energy) / N, atol=1e-9)
        assert np.allclose(h_one[T], counts @ power.sum(axis=1) / N, atol=1e-9)
    # Sums over lags longer than the window use the resolvent of the chain.
    resolvent_rhs = np.vstack([h_e, h_one]).T
    solved = np.linalg.solve(np.eye(len(P)) - P + pi[None, :], resolvent_rhs).T
    z_e, z_one = solved[:TMAX + 1], solved[TMAX + 1:]
    norm = left.sum(axis=1)
    energy = (left @ e) / norm
    variance = np.zeros(TMAX + 1)
    rows = pi[None, :].copy()
    for T in range(TMAX + 1):
        if T:
            rows = np.vstack([(rows * Wn**2) @ P, left[T]])
        g = e - energy[T]
        hg = h_e[:T + 1] - energy[T] * h_one[:T + 1]
        cov = np.sum(rows * g * hg, axis=1)
        tail = (left[T] * g) @ (z_e[T] - energy[T] * z_one[T])
        if T == 0:
            total = 2 * tail - cov[0]
        else:
            total = cov[0] + 2 * cov[1:T].sum() + 2 * tail
        variance[T] = total / norm[T]**2
    g = e - energy[0]
    u, corr = g.copy(), []
    for _ in range(14):
        corr.append((pi * g) @ u)
        u = P @ u
    radius1 = spectral_radius(P, Wn)
    radius2 = spectral_radius(P, Wn**2)
    assert abs(radius1 - 1) < 1e-9
    kappa = np.log(radius2 / radius1**2)
    assert kappa > 0
    return dict(bias=energy - E0, V=variance, C0=corr[0], kappa=kappa,
                decay=-np.log(corr[13] / corr[12]), states=len(P),
                chain=(W, P, pi, e))


sizes = (15, 30, 60)
data = {N: analyse(N) for N in sizes}
main = data[60]
bias, V = main["bias"], main["V"]
V0, C0, kappa = V[0], main["C0"], main["kappa"]

# Bias decay and variance growth, from the enumerated populations.
assert abs(bias[21] / bias[20] / rho - 1) < 1e-3
measured_growth = np.log(V[TMAX] / V[TMAX - 1])
assert abs(measured_growth / kappa - 1) < 0.01

# Large-population laws: each ratio must extrapolate to one in 1/N.
ratios = {"plain bias / [a(V0-C0)/2]": [], "kappa / (a^2 V0)": [],
          "prefactor A / V0": [], "energy decay rate / gamma": []}
for N in sizes:
    d = data[N]
    values = (d["bias"][0] / (a * (d["V"][0] - d["C0"]) / 2),
              d["kappa"] / (a**2 * d["V"][0]),
              d["V"][TMAX] * np.exp(-d["kappa"] * TMAX) / d["V"][0],
              d["decay"] / gamma)
    for name, value in zip(ratios, values):
        ratios[name].append(value)
limits = {k: (8 * r[2] - 6 * r[1] + r[0]) / 3 for k, r in ratios.items()}

# Direct simulation of the ratio estimator for six walkers.
rng = np.random.default_rng(12345)
small = analyse(6)
W, P, pi, e = small["chain"]
runs, length, window = 3000, 1500, 8
cdf = np.cumsum(P, axis=1)
cdf[:, -1] = 1.0
state = rng.choice(len(pi), size=runs, p=pi / pi.sum())
path = np.empty((length + window, runs), dtype=np.int16)
for t in range(length + window):
    path[t] = state
    state = (rng.random(runs)[:, None] > cdf[state]).sum(axis=1)
log_sum = np.vstack([np.zeros(runs), np.cumsum(np.log(W / lam[0])[path], axis=0)])
weight = np.exp(log_sum[window:window + length] - log_sum[:length])
sample = e[path[window:]]
estimate = (weight * sample).sum(axis=0) / weight.sum(axis=0)
simulated_V = length * estimate.var(ddof=1)
simulated_V0 = length * sample.mean(axis=0).var(ddof=1)

# Integer branching with soft feedback: population size is free to fluctuate.
replicas, target, burn, undo_steps = 60000, 10, 40, 10
M = np.tile(np.array([4, 4, 2]), (replicas, 1))
move = G / growth
undo = np.ones(replicas)
for t in range(burn + undo_steps):
    if t == burn:
        M_start = M.copy()
    control = np.sqrt(target / np.maximum(M.sum(axis=1), 1)) / 1.15
    new = np.zeros_like(M)
    for x in range(3):
        copies = control * growth[x]
        whole = np.floor(copies).astype(int)
        children = M[:, x] * whole + rng.binomial(M[:, x], copies - whole)
        new += rng.multinomial(children, move[:, x])
    M = new
    if t >= burn:
        undo /= control
difference = undo[:, None] * M - M_start @ np.linalg.matrix_power(G, undo_steps).T
z_scores = difference.mean(axis=0) / (difference.std(axis=0) / np.sqrt(replicas))


def ratio_energy(weights):
    top, bottom = (weights[:, None] * M) @ local_energy, weights * M.sum(axis=1)
    value = top.mean() / bottom.mean()
    error = (top - value * bottom).std() / bottom.mean() / np.sqrt(replicas)
    return value, error


plain_branch, plain_err = ratio_energy(np.ones(replicas))
undone_branch, undone_err = ratio_energy(undo)

# Optimal window from the full error curve and from the large-population rule.
optimum = []
for L in (10**4, 10**5, 10**6):
    mse = bias**2 + V / L
    best = int(np.argmin(mse))
    rule = np.log(gamma * L * (1 - C0 / V0)**2 / 2) / (2 * gamma)
    optimum.append((L, best, rule, mse))

hartree_eV = physical_constants["Hartree energy in eV"][0]
print(f"hopping {hop} hartree; site energies {site_energy} hartree")
print(f"tau = {tau} 1/hartree; guiding vector {np.round(guide, 4)}")
print("local energies (hartree):", np.round(local_energy, 5))
print("levels E0 E1 E2 (hartree):", np.round(levels, 6))
print("projector eigenvalues:", np.round(lam, 6))
print(f"rho = {rho:.6f}; gamma = {gamma:.6f} per generation; a = {a:.6f} 1/hartree")
print(f"walkers 60; population states {main['states']}")
print(f"C0 = {C0:.4e} hartree^2; V0 = {V0:.4e} hartree^2; C0/V0 = {C0/V0:.4f}")
print(f"kappa = {kappa:.6f} per generation; from V(T) {measured_growth:.6f}")
print(f"plain bias = {bias[0]:.4e} hartree = {1000*bias[0]*hartree_eV:.2f} meV")
print("T_p   bias (hartree)   V (hartree^2)   V/V0")
for T in (0, 1, 2, 4, 8, 12, 16, 24, 32, 45):
    print(f"{T:3d}   {bias[T]:.4e}       {V[T]:.5e}     {V[T]/V0:.4f}")
print("large-N ratios for N = 15, 30, 60 and extrapolated limit:")
for name, r in ratios.items():
    print(f"{name}: {r[0]:.4f} {r[1]:.4f} {r[2]:.4f} -> {limits[name]:.4f}")
print("L, best T_p, rule T_p; rms error (hartree) at T_p = 0, best, 45")
for L, best, rule, mse in optimum:
    r = np.sqrt(mse)
    print(f"{L:8d} {best:3d} {rule:6.2f}; {r[0]:.3e} {r[best]:.3e} {r[45]:.3e}")
print(f"6 walkers, {runs} runs of {length} generations, V in hartree^2:")
print(f"T_p=0: simulated {simulated_V0:.5f}, computed {small['V'][0]:.5f}")
print(f"T_p={window}: simulated {simulated_V:.5f}, computed {small['V'][window]:.5f}")
print(f"soft branching, target {target}, {replicas} replicas, energies in hartree:")
print(f"plain {plain_branch:.5f} +- {plain_err:.5f}")
print(f"{undo_steps} factors undone {undone_branch:.5f} +- {undone_err:.5f}")
print("identity deviations / standard error:", np.round(z_scores, 2))

for name, value in limits.items():
    assert abs(value - 1) < 0.02, name
# Sampling error of a variance from 3000 runs is 2.6 percent.
assert abs(simulated_V / small["V"][window] - 1) < 0.10
assert abs(simulated_V0 / small["V"][0] - 1) < 0.10
assert np.all(np.abs(z_scores) < 4.5)
assert plain_branch - E0 > 5 * plain_err
assert abs(undone_branch - E0) < 0.25 * (plain_branch - E0)
for L, best, rule, mse in optimum:
    assert 0 < best < TMAX and abs(best - rule) <= 2
    assert mse[int(round(rule))] < 1.02 * mse[best]
print("checks complete")
```

Output:

```
hopping 0.2 hartree; site energies [0.  0.2 0.4] hartree
tau = 1.0 1/hartree; guiding vector [1.     1.4142 1.    ]
local energies (hartree): [-0.28284 -0.08284  0.11716]
levels E0 E1 E2 (hartree): [-0.14641  0.2      0.54641]
projector eigenvalues: [1.14641 0.8     0.45359]
rho = 0.697831; gamma = 0.359779 per generation; a = 0.872288 1/hartree
walkers 60; population states 1891
C0 = 5.9850e-04 hartree^2; V0 = 3.4445e-03 hartree^2; C0/V0 = 0.1738
kappa = 0.002519 per generation; from V(T) 0.002519
plain bias = 1.2264e-03 hartree = 33.37 meV
T_p   bias (hartree)   V (hartree^2)   V/V0
  0   1.2264e-03       3.44453e-03     1.0000
  1   8.5775e-04       3.42080e-03     0.9931
  2   5.9942e-04       3.40324e-03     0.9880
  4   2.9233e-04       3.38324e-03     0.9822
  8   6.9386e-05       3.38173e-03     0.9818
 12   1.6457e-05       3.40420e-03     0.9883
 16   3.9027e-06       3.43507e-03     0.9973
 24   2.1947e-07       3.50365e-03     1.0172
 32   1.2342e-08       3.57486e-03     1.0378
 45   1.1485e-10       3.69384e-03     1.0724
large-N ratios for N = 15, 30, 60 and extrapolated limit:
plain bias / [a(V0-C0)/2]: 0.9598 0.9773 0.9880 -> 1.0000
kappa / (a^2 V0): 0.8706 0.9268 0.9610 -> 0.9994
prefactor A / V0: 0.8607 0.9205 0.9575 -> 0.9991
energy decay rate / gamma: 0.9328 0.9617 0.9797 -> 1.0000
L, best T_p, rule T_p; rms error (hartree) at T_p = 0, best, 45
   10000  10   9.89; 1.360e-03 5.833e-04 6.078e-04
  100000  13  13.09; 1.240e-03 1.851e-04 1.922e-04
 1000000  16  16.29; 1.228e-03 5.874e-05 6.078e-05
6 walkers, 3000 runs of 1500 generations, V in hartree^2:
T_p=0: simulated 0.03577, computed 0.03479
T_p=8: simulated 0.03225, computed 0.03182
soft branching, target 10, 60000 replicas, energies in hartree:
plain -0.14408 +- 0.00018
10 factors undone -0.14619 +- 0.00019
identity deviations / standard error: [-0.6   1.52 -0.02]
checks complete
```
